# Interplanar force constants from [100] phonons in one-atom cubic crystals: a program that tests the result

```python
"""
Phonons along [100] of a cubic crystal with one atom per primitive cell.
Result under test: every branch is that of a linear chain of planes,
    A = M omega^2 = 2 sum_n K_n (1 - cos(n theta)),  theta = q d,
and the interplanar constants K_n follow from A at theta_j = 2 pi j / N:
    K_n = -(w_n/N) sum_{j=1}^{N-1} A_j cos(2 pi j n/N),
with w_n = 1/2 if 2n = N and 1 otherwise. Constants beyond N/2 are folded back.
Symbols: a lattice constant, d plane spacing, M atomic mass,
zeta = q a/(2 pi), L longitudinal, T transverse (twofold degenerate).
Lattice vectors are stored as integers h, with R = (a/2) h.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

rng = np.random.default_rng(7)
EV_A2 = const.e / 1e-20             # one eV/Angstrom^2 in N/m
EV_A3 = const.e / 1e-30 / 1e9       # one eV/Angstrom^3 in GPa


def lattice(kind, h2max=16):
    vectors = []
    for h in itertools.product(range(-4, 5), repeat=3):
        parity = [x % 2 for x in h]
        member = {"sc": sum(parity) == 0,
                  "bcc": len(set(parity)) == 1,
                  "fcc": sum(h) % 2 == 0}[kind]
        if member and 0 < sum(x * x for x in h) <= h2max:
            vectors.append(h)
    return np.array(vectors)


def mass_times_dynamical(H, Phi, zeta):
    """3x3 matrix M D(q); the self term follows from translation invariance."""
    phase = np.cos(np.pi * (H @ np.array(zeta, float))) - 1
    return np.einsum("m,mab->ab", phase, Phi)


def branches(matrix):
    """Eigenvalues ordered as L, T, T; L has its eigenvector along x."""
    values, vectors = np.linalg.eigh(matrix)
    i = int(np.argmax(abs(vectors[0])))
    return np.array([values[i], *np.delete(values, i)])


def extract(A, N):
    """Interplanar constants from A_1 ... A_P, P = N//2."""
    P = N // 2
    j = np.arange(1, N)
    full = np.array([A[min(k, N - k) - 1] for k in j])
    return np.array([-(0.5 if 2 * n == N else 1.0) / N
                     * np.sum(full * np.cos(2 * np.pi * j * n / N))
                     for n in range(1, P + 1)])


def chain(K, theta):
    n = np.arange(1, len(K) + 1)
    return 2 * np.sum(K * (1 - np.cos(n * theta)))


# ---- reduction and extraction for general, non-central cubic force constants
cube_group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        g = np.zeros((3, 3), int)
        for row in range(3):
            g[row, perm[row]] = signs[row]
        cube_group.append(g)
for kind, step in (("sc", 2), ("bcc", 1), ("fcc", 1)):
    H = lattice(kind)
    index = {tuple(h): i for i, h in enumerate(H)}
    Phi = np.zeros((len(H), 3, 3))
    for shell in {tuple(sorted(abs(h))) for h in H}:
        S = rng.normal(size=(3, 3))
        S = S + S.T
        for g in cube_group:
            Phi[index[tuple(g @ np.array(shell))]] += g @ S @ g.T / 48
    n_max = 4 // step
    N = 2 * n_max
    sums = np.array([Phi[H[:, 0] == n * step].sum(axis=0)
                     for n in range(1, n_max + 1)])
    for s in sums:
        assert np.allclose(s, np.diag(np.diag(s)), atol=1e-12)
        assert abs(s[1, 1] - s[2, 2]) < 1e-12
    data = np.array([branches(mass_times_dynamical(
        H, Phi, (2 * j / (N * step), 0, 0))) for j in range(1, n_max + 1)])
    assert np.allclose(data[:, 1], data[:, 2], atol=1e-11)
    for column, axis in ((0, 0), (1, 1)):
        assert np.allclose(extract(data[:, column], N),
                           -sums[:, axis, axis], atol=1e-11)

# ---- folding of long-range constants, even and odd N
for N in range(3, 10):
    K_long = rng.normal(size=23)
    P = N // 2
    A = np.array([chain(K_long, 2 * np.pi * j / N) for j in range(1, P + 1)])
    folded = np.array([sum(K_long[m - 1] for m in range(1, 24)
                           if m % N == n or (-m) % N == n)
                       for n in range(1, P + 1)])
    assert np.allclose(extract(A, N), folded, atol=1e-11)

# ---- worked example: fcc model crystal with a Morse pair potential
depth, alpha, r0, mass_u = 0.3, 1.3, 3.0, 60.0   # eV, 1/Angstrom, Angstrom, u
M = mass_u * const.atomic_mass
H = lattice("fcc")


def pot(r):
    x = np.exp(-alpha * (r - r0))
    return depth * (x * x - 2 * x)


def dpot(r):
    x = np.exp(-alpha * (r - r0))
    return 2 * depth * alpha * (x - x * x)


def ddpot(r):
    x = np.exp(-alpha * (r - r0))
    return 2 * depth * alpha**2 * (2 * x * x - x)


h_len = np.linalg.norm(H, axis=1)
a = brentq(lambda s: np.sum(dpot(s * h_len / 2) * h_len), 3.3, 4.5, xtol=1e-13)
R = a * H / 2
r = np.linalg.norm(R, axis=1)
unit = R / r[:, None]
proj = np.einsum("ma,mb->mab", unit, unit)
Phi = -EV_A2 * (ddpot(r)[:, None, None] * proj
                + (dpot(r) / r)[:, None, None] * (np.eye(3) - proj))


def to_thz(A):
    assert np.all(np.asarray(A) > 0)
    return np.sqrt(np.asarray(A) / M) / (2 * np.pi) / 1e12


zetas = np.array([0.25, 0.5, 0.75, 1.0])
data = np.array([branches(mass_times_dynamical(H, Phi, (z, 0, 0)))
                 for z in zetas])
nu = to_thz(data)


def force_on_origin(n, shift):
    """Force on the atom at the origin when plane n is rigidly displaced."""
    moved = R + np.where((H[:, 0] == n)[:, None], shift, 0.0)
    dist = np.linalg.norm(moved, axis=1)
    return np.sum((dpot(dist) / dist)[:, None] * moved, axis=0)


def plane_constant(n, axis, step=2e-4):
    s = np.zeros(3)
    s[axis] = step
    change = force_on_origin(n, s) - force_on_origin(n, -s)
    return EV_A2 * change[axis] / (2 * step)


def energy(strain):
    """Energy per atom after the deformation R -> (1 + strain) R."""
    return 0.5 * np.sum(pot(np.linalg.norm(R @ (np.eye(3) + strain).T, axis=1)))


def elastic_from_energy(row, col, step=3e-4):
    e = np.zeros((3, 3))
    e[row, col] = step
    second = (energy(e) - 2 * energy(0 * e) + energy(-e)) / step**2
    return EV_A3 * second / (a**3 / 4)


def elastic_from_planes(K):
    n = np.arange(1, len(K) + 1)
    return np.sum(n**2 * K) / (a * 1e-10) / 1e9


print(f"Morse depth {depth} eV, alpha {alpha} 1/A, r0 {r0} A")
print(f"mass {mass_u} u, neighbours in sum {len(H)}")
print(f"lattice constant a = {a:.5f} A, plane spacing d = {a/2:.5f} A")
sigma = 0.02   # assumed independent uncertainty of each frequency, THz
for name, col, axis, strain_index in (("L", 0, 0, (0, 0)), ("T", 1, 1, (1, 0))):
    A = data[:, col]
    K8 = extract(A, 8)
    K4 = extract(A[[1, 3]], 4)
    direct = np.array([plane_constant(n, axis) for n in range(1, 5)])
    assert np.allclose(K8, direct, atol=1e-4)
    # two-frequency solution written out, and its aliasing
    assert np.allclose(K4, [A[3] / 4, A[1] / 4 - A[3] / 8], atol=1e-10)
    assert np.allclose(K4, [direct[0] + direct[2], direct[1]], atol=2e-4)
    # a wavevector not used in the extraction
    probe = branches(mass_times_dynamical(H, Phi, (0.37, 0, 0)))[col]
    assert abs(chain(K8, 0.37 * np.pi) - probe) < 1e-9
    # interpolation errors between the two sampled wavevectors
    A4 = np.array([chain(K4, np.pi * z) for z in (0.25, 0.75)])
    root = 2 * np.sqrt(2)
    predicted = np.array([-root * direct[2] - 4 * direct[3],
                          root * direct[2] - 4 * direct[3]])
    assert np.allclose(A4 - A[[0, 2]], predicted, atol=1e-3)
    # elastic constants against the strain energy
    C_energy = elastic_from_energy(*strain_index)
    C8, C4 = elastic_from_planes(K8), elastic_from_planes(K4)
    assert abs(C8 / C_energy - 1) < 1e-4
    C_error = -(8 * direct[2] + 16 * direct[3]) / (a * 1e-10) / 1e9
    assert abs(C4 - C_energy - C_error) < 0.02
    # linear error propagation against random sampling
    G = np.array([extract(row, 8) for row in np.eye(4)]).T
    slope = 2 * A / nu[:, col]
    err = np.sqrt(np.sum((G * slope * sigma)**2, axis=1))
    noisy = nu[:, col] + sigma * rng.normal(size=(20000, 4))
    sampled = (M * (2 * np.pi * noisy * 1e12)**2) @ G.T
    assert np.allclose(sampled.std(axis=0), err, rtol=0.04)

    label = "C11" if name == "L" else "C44"
    print(f"--- branch {name}")
    for z, f, v in zip(zetas, nu[:, col], A):
        print(f"zeta {z:.2f}: nu = {f:.4f} THz, M omega^2 = {v:.4f} N/m")
    for n in range(4):
        print(f"K_{n+1}: N=8 {K8[n]:.4f}, moved plane {direct[n]:.4f},"
              f" error {err[n]:.4f} N/m")
    print(f"N=4 fit: K_1 = {K4[0]:.4f}, K_2 = {K4[1]:.4f} N/m")
    f4 = to_thz(A4)
    print(f"N=4 interpolated nu: zeta 0.25 {f4[0]:.4f},"
          f" zeta 0.75 {f4[1]:.4f} THz")
    print(f"{label}: N=8 {C8:.2f}, strain energy {C_energy:.2f},"
          f" N=4 {C4:.2f} GPa")
print(f"assumed frequency uncertainty {sigma} THz")

# ---- [100] data do not fix the interatomic constants
extra = -2.0   # N/m, added to the xy-type element of nearest neighbours
Phi2 = Phi.copy()
for i, h in enumerate(H):
    if h @ h == 2:
        outer = np.outer(h, h)
        Phi2[i] += extra * (outer - np.diag(np.diag(outer)))
for z in (0.2, 0.55, 1.0):
    assert np.allclose(mass_times_dynamical(H, Phi, (z, 0, 0)),
                       mass_times_dynamical(H, Phi2, (z, 0, 0)), atol=1e-10)
q110 = (0.5, 0.5, 0)
top_old = np.linalg.eigvalsh(mass_times_dynamical(H, Phi, q110))[-1]
top_new = np.linalg.eigvalsh(mass_times_dynamical(H, Phi2, q110))[-1]
assert abs(top_new - top_old + 4 * extra) < 1e-9
print(f"added nearest-neighbour xy element {extra} N/m: [100] unchanged")
print(f"top nu at (0.5,0.5,0) 2pi/a: {to_thz(top_old):.4f}"
      f" -> {to_thz(top_new):.4f} THz")
print("OK")
```

Running it gives:

```
Morse depth 0.3 eV, alpha 1.3 1/A, r0 3.0 A
mass 60.0 u, neighbours in sum 140
lattice constant a = 3.79527 A, plane spacing d = 1.89764 A
--- branch L
zeta 0.25: nu = 2.9912 THz, M omega^2 = 35.1919 N/m
zeta 0.50: nu = 6.2551 THz, M omega^2 = 153.8959 N/m
zeta 0.75: nu = 8.7155 THz, M omega^2 = 298.7776 N/m
zeta 1.00: nu = 9.5776 THz, M omega^2 = 360.8092 N/m
K_1: N=8 91.6969, moved plane 91.6969, error 0.3181 N/m
K_2: N=8 -6.6272, moved plane -6.6272, error 0.3099 N/m
K_3: N=8 -1.4947, moved plane -1.4947, error 0.3181 N/m
K_4: N=8 -0.0414, moved plane -0.0414, error 0.2384 N/m
N=4 fit: K_1 = 90.2023, K_2 = -6.6272 N/m
N=4 interpolated nu: zeta 0.25 3.1724, zeta 0.75 8.6561 THz
C11: N=8 134.57, strain energy 134.57, N=4 167.82 GPa
--- branch T
zeta 0.25: nu = 2.2730 THz, M omega^2 = 20.3224 N/m
zeta 0.50: nu = 4.1869 THz, M omega^2 = 68.9510 N/m
zeta 0.75: nu = 5.4680 THz, M omega^2 = 117.6020 N/m
zeta 1.00: nu = 5.9207 THz, M omega^2 = 137.8796 N/m
K_1: N=8 34.4317, moved plane 34.4317, error 0.2017 N/m
K_2: N=8 0.0028, moved plane 0.0028, error 0.2017 N/m
K_3: N=8 0.0382, moved plane 0.0382, error 0.2017 N/m
K_4: N=8 0.0042, moved plane 0.0042, error 0.1541 N/m
N=4 fit: K_1 = 34.4699, K_2 = 0.0028 N/m
N=4 interpolated nu: zeta 0.25 2.2661, zeta 0.75 5.4701 THz
C44: N=8 91.83, strain energy 91.83, N=4 90.85 GPa
assumed frequency uncertainty 0.02 THz
added nearest-neighbour xy element -2.0 N/m: [100] unchanged
top nu at (0.5,0.5,0) 2pi/a: 8.1127 -> 8.2371 THz
OK
```
